# How many defect displacements fix a diffusivity to five percent?

## Problem

A kinetic Monte Carlo run follows point defects in a crystal and records their displacement vectors over windows of equal, known length $t$. The diffusivity $D$ is isotropic. It is estimated from $N$ displacements $\mathbf r_i$ by

$$
\hat D=\frac{1}{6Nt}\sum_{i=1}^{N}|\mathbf r_i|^2 .
$$

The displacements are independent. Each has three independent Gaussian components with zero mean and variance $2Dt$.

1. How large must $N$ be for a standard error of five percent? How likely is a single estimate to lie within five percent of $D$, and could a better estimator manage with fewer displacements?
2. Real defects move by hops. Find the correction for a silicon self-interstitial at 1000 °C, idealized as hopping between tetrahedral sites. Take a lattice constant of 0.543 nm, a barrier of 0.80 eV, an attempt frequency of $5\times10^{12}\ \mathrm{s^{-1}}$ in each of four directions, and $t=10$ ns.
3. How does the count change if the windows overlap by half, or if a tenth of the defects are trapped? Which errors remain however many displacements are taken?

Here "standard error" means the standard deviation of $\hat D$ over repeated experiments, divided by the true $D$. It is written $\varepsilon$. The number $N$ counts vectors, not components, hops or stored frames.

## Solution

### 1. The Gaussian count

Let $s^2=2Dt$ be the variance of one component $x$. Three components give $\langle|\mathbf r|^2\rangle=3s^2=6Dt$, so $\langle\hat D\rangle=D$ and the estimator is unbiased.

Its scatter depends on the fourth moment of $x$. The Gaussian density $p(x)$ obeys $p'=-xp/s^2$, or $xp=-s^2p'$. Integration by parts, with vanishing boundary terms, gives

$$
\langle x^4\rangle=\int x^3\,(xp)\,dx=-s^2\int x^3p'\,dx
=3s^2\int x^2p\,dx=3s^4 .
$$

Therefore $\mathrm{Var}(x^2)=3s^4-(s^2)^2=2s^4$. The components are independent, so their variances add:

$$
\mathrm{Var}(|\mathbf r|^2)=6s^4,\qquad
\frac{\mathrm{Var}(|\mathbf r|^2)}{\langle|\mathbf r|^2\rangle^2}
=\frac{6s^4}{9s^4}=\frac23 .
$$

A single squared displacement thus scatters by about 82% of its mean. Averaging $N$ independent values divides the variance by $N$:

$$
\varepsilon^2=\frac{2}{3N},\qquad N=\frac{2}{3\varepsilon^2}.
$$

For $\varepsilon=0.05$,

$$
N=\frac{2}{3\times0.0025}=266.67 ,
$$

which rounds up to **267 displacements**, or about 270. Neither $D$ nor $t$ appears, because changing them rescales all the squared lengths by a common factor. Halving the error takes four times as many displacements.

**Probability of a five percent result.** Substituting the definition of $\hat D$ gives

$$
\frac{3N\hat D}{D}=\sum_{i=1}^{N}\frac{|\mathbf r_i|^2}{2Dt},
$$

a sum of squares of $3N$ independent standard Gaussian variables. It follows the chi-squared law with $3N$ degrees of freedom, here 801. The probability that $\hat D$ lies within 5% of $D$ is 0.683, close to the one-standard-deviation probability of a Gaussian. Repeated sampling of 267 Gaussian displacements gave a standard error of 4.96% and a fraction 0.683 within the five percent band.

To be within 5% with a probability of 95%, the chi-squared law requires $N=1025$. This is nearly four times the first count, since the half-width must now cover about two standard deviations instead of one.

**Could another estimator do better?** Let $S=\partial\ln P/\partial D$, where $P$ is the joint probability density of all the displacements. Normalization gives $\langle S\rangle=\int\partial_DP=0$. For any unbiased estimator $T$, differentiating $\langle T\rangle=D$ gives $\langle TS\rangle=1$. The covariance of $T$ and $S$ is therefore 1, and the Cauchy–Schwarz inequality requires $\mathrm{Var}(T)\,\mathrm{Var}(S)\ge1$. One displacement contributes

$$
\frac{\partial}{\partial D}\left[-\frac32\ln(4\pi Dt)-\frac{r^2}{4Dt}\right]
=-\frac{3}{2D}+\frac{r^2}{4D^2t}
$$

to $S$. The variance of this contribution is

$$
\frac{6(2Dt)^2}{16D^4t^2}=\frac{3}{2D^2}.
$$

Thus $\mathrm{Var}(S)=3N/(2D^2)$ and $\mathrm{Var}(T)\ge2D^2/(3N)$. The estimator $\hat D$ reaches this bound, so no unbiased estimator built from the same $N$ Gaussian displacements has a smaller variance.

**Unknown drift.** Suppose that all displacements share an unknown mean, which is removed by subtracting the sample mean $\bar{\mathbf r}$. For each Cartesian component, regard the $N$ recorded values as one vector and rotate its axes so that one axis points along $(1,1,\dots,1)$. That coordinate carries the sample mean. The other $N-1$ coordinates are independent Gaussians of zero mean and variance $s^2$, and the sum of squared deviations contains these alone. The unbiased estimator is then

$$
\hat D=\frac{1}{6(N-1)t}\sum_i|\mathbf r_i-\bar{\mathbf r}|^2,
\qquad \varepsilon^2=\frac{2}{3(N-1)} .
$$

The requirement becomes $N=267.67$, or 268 after rounding up. Removing the drift costs one displacement.

### 2. Displacements made of hops

Let a displacement consist of $n$ independent hops $\mathbf s_i$ of length $d$. From a tetrahedral site there are four hop vectors. Those from the first type of site are $d/\sqrt3$ times

$$
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1),
$$

and those from the second type have the opposite signs. The site types alternate along the path. In either set the vectors sum to zero, and the average of $s_\alpha s_\beta$ is $d^2\delta_{\alpha\beta}/3$. Write

$$
R^2=\Big|\sum_i\mathbf s_i\Big|^2=nd^2+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j .
$$

The cross terms average to zero, so $\langle R^2\rangle=nd^2$. Different pairs are uncorrelated, because any two different pairs leave at least one hop that appears once in the product, and averaging over that hop gives zero. Each pair contributes

$$
\langle(\mathbf s_i\cdot\mathbf s_j)^2\rangle
=\sum_{\alpha\beta}\langle s_{i\alpha}s_{i\beta}\rangle
\langle s_{j\alpha}s_{j\beta}\rangle
=3\left(\frac{d^2}{3}\right)^2=\frac{d^4}{3}.
$$

With $n(n-1)/2$ pairs and a factor $2^2$ from the double product,

$$
\mathrm{Var}(R^2\,|\,n)=4\cdot\frac{n(n-1)}{2}\cdot\frac{d^4}{3}
=\frac23n(n-1)d^4 .
$$

At a fixed number of hops the relative variance is therefore $\frac23(1-1/n)$, which is below the Gaussian value, though only slightly when $n$ is large. For $n=1$ it vanishes, as it must when every displacement has the same length.

A window of fixed time does not contain a fixed number of hops. With a constant total hop rate $\Gamma$, the hop number is Poisson distributed with mean and variance $m=\Gamma t$, and $\langle n(n-1)\rangle=m^2$. The total variance is the average of the variance at given $n$ plus the variance of the mean at given $n$:

$$
\mathrm{Var}(R^2)=\frac23m^2d^4+m\,d^4 .
$$

Division by $\langle R^2\rangle^2=m^2d^4$ gives

$$
\frac{\mathrm{Var}(R^2)}{\langle R^2\rangle^2}=\frac23+\frac1m,
\qquad N=\frac{1}{\varepsilon^2}\left(\frac23+\frac1m\right).
$$

The correction is now positive, because the fluctuating hop number adds more scatter than the fixed hop length removes. The Gaussian count is recovered for $m\gg1$. Since $\langle R^2\rangle=md^2=6Dt$, the diffusivity is $D=\Gamma d^2/6$.

**Numbers for the interstitial.** At 1273 K, $kT=0.1097$ eV. The hop length is $d=\sqrt3\times0.543/4=0.2351$ nm. The total rate includes all four directions:

$$
\Gamma=4\times(5\times10^{12}\ \mathrm{s^{-1}})\,e^{-0.80/0.1097}
=13.62\ \mathrm{ns^{-1}} .
$$

A 10 ns window therefore contains $m=136.2$ hops on average. The diffusivity and the root-mean-square displacement are

$$
D=\frac{13.62\times0.2351^2}{6}=0.1255\ \mathrm{nm^2/ns}
=1.255\times10^{-6}\ \mathrm{cm^2/s},
$$

$$
\sqrt{6Dt}=\sqrt{6\times0.1255\times10}=2.74\ \mathrm{nm}.
$$

The count becomes

$$
N=\frac{0.6667+1/136.2}{0.0025}=269.6 ,
$$

or **270 windows**. Finite hopping adds three windows to the Gaussian answer. In a direct simulation of this lattice walk, 2000 groups of 270 displacements scattered by 5.00% of $D$.

**The limit of short windows.** Let the total time $\mathcal T=Nt$ be fixed instead of the window. Inserting $N=\mathcal T/t$ and $m=\Gamma t$ gives

$$
\varepsilon^2=\frac{t}{\mathcal T}\left(\frac23+\frac{1}{\Gamma t}\right)
=\frac{2t}{3\mathcal T}+\frac{1}{\Gamma\mathcal T}.
$$

Shorter windows reduce the error, down to a floor $1/\sqrt{\Gamma\mathcal T}$ set by the mean total number of hops. At this floor, five percent takes $1/0.0025=400$ hops in all. The estimate has then become a measurement of the hop rate with a known hop length.

This economy rests on hops without memory. If a defect tends to reverse its last hop, short windows give the wrong long-time diffusivity. The window must then be long compared with that memory, and the count approaches the Gaussian value only as the window lengthens. As an example, let each hop reverse the previous one with probability $q$ instead of $1/4$, at the same total rate. For the 10 ns window, $q=0.5$ leaves the estimate 0.55% above the long-time diffusivity and needs about 275 windows, while $q=0.9$ leaves it 5.1% too high and needs about 308.

### 3. Dependence, trapping and bias

**Half-overlapping windows.** Let each window start halfway through the previous one on the same trajectory, and treat the displacements as Gaussian. Neighbouring windows share a fraction $\varphi=1/2$ of their time, so their components $x$ and $y$ have covariance $\varphi s^2$. One can write $y=\varphi x+\sqrt{1-\varphi^2}\,z$, with $z$ independent of $x$ and of the same variance. In $y^2$, the term in $xz$ has zero covariance with $x^2$, since $\langle z\rangle=0$, and the term in $z^2$ is independent of $x^2$. What remains is

$$
\mathrm{Cov}(x^2,y^2)=\varphi^2\,\mathrm{Var}(x^2).
$$

The correlation of the squared lengths is thus $\varphi^2=1/4$. There are $N-1$ neighbouring pairs, and each enters the variance of the sum twice:

$$
\varepsilon^2=\frac{2}{3N}\left[1+\frac{2(N-1)}{N}\cdot\frac14\right]
=\frac{2}{3N}\left(\frac32-\frac{1}{2N}\right).
$$

Five percent now needs 400 windows. If 267 half-overlapping windows were treated as independent, the stated error would be 5%, while the actual one would be 6.12%.

If the window length must stay at 10 ns, overlap shortens the trajectory needed for a given error. The 400 windows span 401 half-windows of 5 ns, or 2.005 µs, against 2.670 µs for 267 separate windows. The gain does not contradict the bound of part 1, which holds for a given set of separate displacements. The overlapping set also uses positions at the midpoints of the original windows. For motion without memory those positions are better used as separate 5 ns windows: the 401 half-windows then give $\sqrt{2/(3\times401)}=4.1\%$, and 267 of them span only 1.335 µs. Overlap pays only when the window cannot be shortened, for instance because of memory between hops.

**Trapped defects.** Let each displacement have an independent probability $p$ of belonging to a defect that stays immobile throughout the window. For a mobile defect, $\langle r^4\rangle=6s^4+9s^4=15s^4$. Including the immobile ones,

$$
\langle r^2\rangle=3(1-p)s^2,\qquad \langle r^4\rangle=15(1-p)s^4,
$$

$$
\frac{\mathrm{Var}(r^2)}{\langle r^2\rangle^2}
=\frac{15(1-p)s^4}{9(1-p)^2s^4}-1=\frac{5}{3(1-p)}-1 .
$$

For $p=0.10$ this is 0.852, and $N=0.8519/0.0025$ rounds up to 341. The five percent is now relative to the mean diffusivity $(1-p)D$. As an estimate of the mobile defects' own $D$, this average over all displacements is 10% too low on average, whatever the value of $N$. In this idealized model the bias can be removed, because trapped defects give displacements of exactly zero. Discarding those leaves the Gaussian count of 267 mobile displacements, or about $267/0.9\approx297$ recorded ones. About 297 is also the count if the trapped share is exactly one tenth instead of random.

| Case, $\varepsilon=5\%$ unless stated | Required $N$ |
|---|---:|
| Independent Gaussian displacements | 267 |
| Common drift subtracted | 268 |
| Lattice hops, $m=136.2$ | 270 |
| Gaussian, 10% trapped | 341 |
| Gaussian, half-overlapping windows | 400 |
| Gaussian, within 5% with 95% probability | 1025 |

**Drift in an electric field.** A force $\mathbf F$ changes the rate of a hop $\mathbf s$ from $\Gamma/4$ to $(\Gamma/4)\exp[\mathbf F\cdot\mathbf s/(2kT)]$, if the saddle point lies midway. To first order in $Fd/kT$, the drift velocity is

$$
\mathbf v=\frac{\Gamma}{4}\sum_{\mathbf s}\mathbf s\,
\frac{\mathbf F\cdot\mathbf s}{2kT}
=\frac{\Gamma d^2}{6kT}\mathbf F=\frac{D\mathbf F}{kT},
$$

where the sum over four hops of $s_\alpha s_\beta$ is $4d^2\delta_{\alpha\beta}/3$. The drift $u=DtF/kT$ adds $u^2$ to the mean squared displacement. Left uncorrected, it raises the estimate by the fraction $u^2/(6Dt)$.

For a doubly charged defect in a field of 0.1 MV/cm, which is 0.01 V/nm, the force is 0.02 eV/nm. Then

$$
u=\frac{0.1255\times10\times0.02}{0.1097}=0.229\ \mathrm{nm},
\qquad \frac{u^2}{6Dt}=\left(\frac{0.229}{2.744}\right)^2=0.0070 .
$$

The bias is 0.70% of $D$, small beside the sampling error. It grows in proportion to $t$ at fixed field, so longer windows make it worse.

**Temperature and barrier.** With a fixed attempt frequency, $D\propto e^{-E/kT}$, where $E$ is the barrier. A small temperature error $\delta T$ gives $\delta D/D=E\,\delta T/(kT^2)$. To first order, a five percent change therefore corresponds to

$$
\delta T=\frac{0.05\times0.1097\times1273}{0.80}=8.7\ \mathrm K .
$$

Lowering the barrier by $kT\ln1.05=5.35$ meV also raises $D$ by 5%. A barrier error of 0.10 eV changes $D$ by a factor $e^{0.10/0.1097}=2.49$, upward if the barrier used is too low and downward if it is too high. More displacements make the run's answer more precise for the barrier it was given, but do not correct that barrier.

### The model beside real silicon

The lattice constant is close to that of silicon. The barrier and attempt frequency are rough values for a mobile interstitial, and the resulting $D$ is an illustration, not a prediction: changing the barrier by 0.2 eV alone alters it about sixfold. A real self-interstitial can take other configurations and change its charge state, which alters its paths and barriers. The field of 0.1 MV/cm is high for 1000 °C: balancing carrier drift against diffusion, it would require the carrier concentration to change by a factor $e$ over $0.1097/0.01\approx11$ nm, as at a steep doping profile. Impurities can trap interstitials. The count of 341 for 10% trapping holds if each displacement is trapped independently of the others. A trap that holds a defect over several successive windows of one trajectory makes those windows correlated, and more of them are then needed. Finally, this $D$ describes the defect itself. The diffusivity of a dopant carried by such defects also depends on how many defects are present and how often they pair with the dopant.

For the stated inputs, about 270 separate windows suffice for five percent sampling error. An uncertainty of 0.1 eV in the barrier would then dominate the error of the predicted diffusivity. The remaining figures are in the numerical output.

## Calculated quantities

```
target relative standard error: 5.0 %
relative variance of one r^2 (quadrature): 0.666667
required N before rounding: 266.67
required N, Gaussian: 267
degrees of freedom 3N: 801
sampled standard error at this N: 4.96 %
Fisher information times D^2: 1.50000
chi-squared probability within 5 %: 0.6832
sampled probability within 5 %: 0.6833
N for 95 % probability within 5 %: 1025
N if common drift is subtracted: 268
lattice constant: 0.543 nm
migration barrier: 0.80 eV
attempt frequency per direction: 5.0e+12 1/s
temperature: 1273.15 K
thermal energy kT: 0.1097 eV
window time: 10.0 ns
hop length: 0.2351 nm
total hop rate: 13.621 1/ns
mean hops per window: 136.2
diffusivity: 0.1255 nm^2/ns
diffusivity converted: 1.255e-06 cm^2/s
rms displacement per window: 2.744 nm
N with finite hops before rounding: 269.60
N with finite hops: 270
lattice-walk groups sampled: 2000
lattice-walk sampled standard error: 5.00 %
total time, 267 separate windows: 2.670 us
N for half-overlapping windows: 400
sampled error, half overlap: 5.02 %
total time, half-overlapping windows: 2.005 us
error if 267 windows overlap by half: 6.12 %
trapped fraction: 10 %
relative variance of one r^2 with traps: 0.8519
N with trapped defects: 341
defect charge: 2 e
electric field: 0.10 MV/cm
drift per window: 0.229 nm
upward bias of D from drift: 0.70 %
temperature error changing D by 5 %: 8.7 K
barrier error changing D by 5 %: 5.35 meV
assumed barrier error: 0.10 eV
factor in D from that barrier error: 2.49
```
